# Exchange stiffness and the square of magnetization in mean-field theory

## Two spins

Take two classical unit spins with energy $-J\,\mathbf s_1\cdot\mathbf s_2$, $J>0$. Let each fluctuate independently about its own mean direction, so that $\langle\mathbf s_1\rangle=m\mathbf n_1$ and $\langle\mathbf s_2\rangle=m\mathbf n_2$, with angle $\theta$ between $\mathbf n_1$ and $\mathbf n_2$. Independence lets the average of the product factorize:

$$\langle -J\,\mathbf s_1\cdot\mathbf s_2\rangle=-J\langle\mathbf s_1\rangle\cdot\langle\mathbf s_2\rangle=-Jm^2\cos\theta .$$

Turning one mean direction away from the other rotates a probability distribution without changing its shape, so the entropy stays the same. At fixed $m$ the free-energy cost of the angle is therefore $Jm^2(1-\cos\theta)$. There is one factor of $m$ for each end of the bond. A crystal adds three questions: how the bonds sum to a stiffness, whether $m$ changes when the magnet is twisted, and what happens when neighbours do not fluctuate independently.

## Model and definition

The spins sit on a cubic lattice with one spin per volume $v$:

$$H=-\tfrac12\sum_{i,j}J_{ij}\,\mathbf s_i\cdot\mathbf s_j,\qquad J(\mathbf q)=\sum_{\mathbf R}J(\mathbf R)\cos(\mathbf q\cdot\mathbf R),\qquad J_0=J(0).$$

The factor $\tfrac12$ makes each bond count once, and $J_{ii}=0$. The couplings are ferromagnetic, short-ranged and independent of temperature. The algebra is in atomic units with $k_B=1$, so $T$ is an energy; $t=T/J_0$.

The stiffness $A$ is defined by the free-energy density $A|\nabla\mathbf n|^2$ of a slowly turning direction $\mathbf n$. For a planar spiral of wavevector $\mathbf q$, $|\nabla\mathbf n|^2=q^2$.

Both derivations need $J(\mathbf q)$ at small $q$. From $1-\cos x\simeq x^2/2$, and from cubic symmetry, which gives $\sum_{\mathbf R}J R_\alpha R_\beta=\tfrac13\delta_{\alpha\beta}\sum_{\mathbf R}JR^2$,

$$\Delta J\equiv J_0-J(\mathbf q)\simeq\tfrac12\sum_{\mathbf R}J(\mathbf R)(\mathbf q\cdot\mathbf R)^2=\frac{q^2}{6}\sum_{\mathbf R}J(\mathbf R)R^2 .$$

At $T=0$ every spin has unit length and the spiral costs $\tfrac12\Delta J$ per spin. Dividing by $v$ and equating to $A(0)q^2$ gives

$$A(0)=\frac{1}{12v}\sum_{\mathbf R}J(\mathbf R)R^2,\qquad \Delta J=2vA(0)q^2. \tag{1}$$

## First derivation: free energy of a spiral

**The functional.** Let $\rho$ be any trial distribution and $\rho_{eq}=e^{-H/T}/Z$ the true one. Since $\ln x\le x-1$, $\langle\ln(\rho_{eq}/\rho)\rangle_\rho\le0$. Inserting $\ln\rho_{eq}=-H/T-\ln Z$ and multiplying by $-T$ gives

$$-T\ln Z\le\langle H\rangle_\rho+T\langle\ln\rho\rangle_\rho .$$

Mean-field theory takes the right side as the free energy, with $\rho=\prod_ip_i(\mathbf s_i)$. For given means $\mathbf m_i=\langle\mathbf s_i\rangle$ the energy is fixed, so the best $p_i$ has the largest entropy. Try $p=e^{\mathbf h\cdot\mathbf s}/z$. Any other $p'$ with the same mean obeys, by the same inequality,

$$-\int p'\ln p'\le-\int p'\ln p=\ln z-\mathbf h\cdot\mathbf m ,$$

and $p$ itself attains the right side. With $c$ the cosine of the angle to $\mathbf h$,

$$z=2\pi\int_{-1}^{1}e^{hc}\,dc=\frac{4\pi\sinh h}{h},\qquad m=\frac{d\ln z}{dh}=\coth h-\frac1h\equiv L(h).$$

The entropy $S(m)=\ln z-hm$ depends on the length of $\mathbf m$ and not on its direction. Its differential is $dS=m\,dh-h\,dm-m\,dh=-h\,dm$. Hence

$$F=-\tfrac12\sum_{i,j}J_{ij}\,\mathbf m_i\cdot\mathbf m_j-T\sum_iS(|\mathbf m_i|). \tag{2}$$

**The uniform state.** Per spin, $f(m)=-\tfrac12J_0m^2-TS(m)$, so $f'=-J_0m+Th$. Setting it to zero gives $h=m/t$ and

$$m=L(m/t). \tag{3}$$

For small $h$, $L\simeq h/3$; a nonzero solution appears below $T_c=J_0/3$. From here $m$ means this equilibrium value.

**The twist.** In a spiral of moment length $\mu$, $\mathbf m_i\cdot\mathbf m_j=\mu^2\cos(\mathbf q\cdot\mathbf R)$, and the free energy per spin is

$$f_q(\mu)=-\tfrac12J(\mathbf q)\mu^2-TS(\mu)=f(\mu)+\tfrac12\mu^2\Delta J .$$

Holding $\mu=m$, the cost is $\tfrac12m^2\Delta J=vA(0)m^2q^2$ by (1). Dividing by $v$,

$$\boxed{A(T)=A(0)\,m(T)^2}. \tag{4}$$

**Relaxing the length.** The twist weakens the field on each spin, so the moment shrinks. Put $\mu=m+\delta$. Because $f'(m)=0$,

$$f_q-f(m)\simeq\tfrac12m^2\Delta J+m\,\delta\,\Delta J+\tfrac12f''\delta^2,\qquad f''=\frac{T}{L'(h)}-J_0 .$$

The term $\tfrac12\delta^2\Delta J$ is of higher order. The minimum is at $\delta=-m\Delta J/f''$, and the free energy falls by $\tfrac12m^2\Delta J^2/f''$. Relative to the twist cost this is $\Delta J/f''$, of order $q^2$. The length does respond, but it does not enter the coefficient of $q^2$ that defines $A$.

Near $T_c$ the condition becomes strict. Inverting $L(h)\simeq h/3-h^3/45$ gives $h\simeq3m+\tfrac95m^3$. With $\tau=T/T_c$, the condition $Th=J_0m=3T_cm$ becomes $3\tau+\tfrac95\tau m^2=3$, so to leading order

$$m^2\simeq\tfrac53(1-\tau). \tag{5}$$

Then $f''=T(3+\tfrac{27}5m^2)-3T_c\simeq(-3+9)T_c(1-\tau)=2J_0(1-\tau)$. Result (4) requires $\Delta J\ll2J_0(1-\tau)$, so the allowed wavevectors shrink to zero at $T_c$.

## Second derivation: response to a transverse field

This route uses neither the entropy nor the value of the free energy. It starts from Weiss's assumption that each spin obeys Boltzmann statistics in the average field of its neighbours. With an added energy $-\sum_i\mathbf b_i\cdot\mathbf s_i$,

$$\mathbf m_i=L(|\mathbf H_i|/T)\,\hat{\mathbf H}_i,\qquad \mathbf H_i=\sum_jJ_{ij}\mathbf m_j+\mathbf b_i .$$

Without $\mathbf b$ the moments lie along $z$ and the field has size $J_0m$, which reproduces (3). Now apply a weak field along $x$, $b_i=b\cos(\mathbf q\cdot\mathbf r_i)$. To first order it turns $\mathbf H_i$ without changing its length. The moment stays parallel to its field, so the transverse parts are in the ratio of the lengths:

$$\delta m_i=\frac{m}{J_0m}\,\delta H_i=\frac{\delta H_i}{J_0}.$$

The response has the same cosine form, with amplitude $\delta m$. The neighbours contribute $J(\mathbf q)\,\delta m$ to the field amplitude, so

$$J_0\,\delta m=J(\mathbf q)\,\delta m+b\quad\Rightarrow\quad\delta m=\frac{b}{\Delta J}=\frac{b}{2vA(0)q^2}. \tag{6}$$

Temperature has dropped out.

The continuum description must give the same response. Let the direction have the small component $n_x=u\cos(\mathbf q\cdot\mathbf r)$. Then $|\nabla\mathbf n|^2=u^2q^2\sin^2(\mathbf q\cdot\mathbf r)$ to second order, and the field energy density is $-(m/v)\,b\,u\cos^2(\mathbf q\cdot\mathbf r)$. Both squares average to $\tfrac12$:

$$\bar f=\tfrac12Aq^2u^2-\frac{mbu}{2v},\qquad \frac{d\bar f}{du}=0\ \Rightarrow\ u=\frac{mb}{2vAq^2}.$$

The transverse moment is $\delta m=mu=m^2b/(2vAq^2)$. Equating it to (6) gives $A=A(0)m^2$ again. One factor of $m$ comes from the field's grip on the moment and the other from converting an angle into a transverse moment.

## What each derivation assumes

The first derivation needs the entropy of a single site and assumes a spiral. In return it allows a large total rotation, provided that the turn per bond is small, and it gives the size of the correction from shrinking moments. The second needs small tilts. It also presupposes that the continuum energy has the form $A|\nabla\mathbf n|^2$, and fixes the coefficient by matching. It does not need the entropy, because the length of the moment is unchanged to first order.

The spiral assumption can be dropped. In the body-centred cubic model used below, (2) was minimized for a stack of layers with 20 intervals. The end moments were fixed 0.3 rad apart, and the inner moments were free in length and angle, starting from an uneven twist. At 400, 800 and 1000 K the cost gave $A=0.008971$, $0.004572$ and $0.001496$ eV/angstrom, against $0.008972$, $0.004572$ and $0.001497$ from (4).

Both derivations share the assumption that neighbouring spins fluctuate independently. In the first it is the product distribution; in the second it is the replacement of neighbours by their average. Their agreement is no evidence for that assumption.

## What correlated fluctuations change

At low temperature the correlations can be included. Describe deviations from a spiral in the $xy$ plane by an angle $\varphi_i$ within the plane and a component $z_i$ out of it. The area element on the sphere is $d\varphi\,dz$, so no extra weight appears. To second order a bond contributes

$$\mathbf s_i\cdot\mathbf s_j\simeq\cos(\mathbf q\cdot\mathbf R)\left[1-\tfrac12(z_i^2+z_j^2)-\tfrac12(\varphi_j-\varphi_i)^2\right]+z_iz_j .$$

The term linear in $\varphi_j-\varphi_i$ cancels in the lattice sum. In Fourier components,

$$H\simeq-\tfrac N2J(\mathbf q)+\tfrac12\sum_{\mathbf k}\left(a_k|\varphi_k|^2+b_k|z_k|^2\right),$$

$$a_k=\sum_{\mathbf R}J\cos(\mathbf q\cdot\mathbf R)(1-\cos\mathbf k\cdot\mathbf R),\qquad b_k=J(\mathbf q)-J(\mathbf k).$$

Gaussian integration adds $\tfrac T2\langle\ln a_k+\ln b_k\rangle$ to the free energy per spin, apart from a constant; brackets now average over $\mathbf k$. Take equivalent nearest-neighbour bonds and write $J(\mathbf k)=J_0\gamma_k$. At $q=0$, $a_k=b_k=J_0(1-\gamma_k)$. The twist changes them by

$$\delta a_k=-\tfrac12\sum_{\mathbf R}J(\mathbf q\cdot\mathbf R)^2(1-\cos\mathbf k\cdot\mathbf R),\qquad\delta b_k=-\Delta J .$$

By symmetry $\langle(1-\cos\mathbf k\cdot\mathbf R)/(1-\gamma_k)\rangle$ is the same for every bond. Its average over the bonds is 1, so each value is 1. Thus $\langle\delta a/a\rangle=-\Delta J/J_0$, while $\langle\delta b/b\rangle=-W\Delta J/J_0$ with $W=\langle1/(1-\gamma_k)\rangle$. The total cost is $\tfrac12\Delta J[1-t(1+W)]$. In the untwisted state $\langle\varphi_i^2\rangle=\langle z_i^2\rangle=tW$, so $m=1-\tfrac12(tW+tW)$. To first order in $t$,

$$\frac{A}{A(0)}=1-t(1+W),\qquad m=1-tW,\qquad A\propto m^{\,1+1/W}. \tag{7}$$

Here the coefficient of $q^2$ is found by expanding first. At finite $q$, $b_k$ is negative for the longest waves, because a spiral can lower its energy by tilting out of its plane; the formula describes a twist held in the plane.

For the body-centred lattice $W=1.393$ and the exponent is $1.718$. Mean-field theory has $m\simeq1-t$ and $A/A(0)\simeq1-2t$, which is (7) with $W=1$. A twist costs less than (4) predicts from mean-field $m$, but more than it predicts from the true classical $m$.

Monte Carlo sampling of 1024 periodic spins at $t=0.01$ tested this. On that finite lattice $W=1.280$, so (7) predicts $(1-m)/t=1.280$ and $[1-A/A(0)]/t=2.280$. The sampled values were 1.293 and 2.293. The square law with the sampled $m$ would require $(1-m^2)/t=2.57$.

**Quantum spins.** For spin length $S$, $\varphi$ and $Sz$ are conjugate variables, so each mode is an oscillator of frequency $\omega_k=\sqrt{a_kb_k}/S$ with thermal occupation $n_k=1/(e^{\omega_k/T}-1)$. Each magnon lowers the total spin by one, hence $m=1-\langle n\rangle/S$. At $q=0$, $a_k=b_k$ gives $\delta\omega_k=(\delta a_k+\delta b_k)/(2S)$. The thermal free energy changes by $\langle n\,\delta\omega\rangle$, and the same bond symmetry gives

$$\langle n\,\delta\omega\rangle=-\frac{\Delta J}{2S}\langle n(1-\gamma)+n\rangle,\qquad\frac{A}{A(0)}=1-\frac{\langle n(2-\gamma)\rangle}{S}. \tag{8}$$

The zero-point terms cancel. Since $\mathbf s_i^2=1+1/S$, the classical cost gains $\Delta J/(2S)$, while $\tfrac12\langle\delta\omega\rangle=-\Delta J\langle2-\gamma\rangle/(4S)=-\Delta J/(2S)$, because $\langle\gamma\rangle=0$. Cold magnons have long wavelengths and $\gamma\simeq1$, so (8) then makes $A/A(0)$ nearly equal to $m$, not $m^2$.

## A magnetic-memory free layer

Consider a body-centred cubic model in the regime of an iron-cobalt free layer of a magnetic tunnel junction, with $J=0.035$ eV for each of eight neighbours and $a=2.86$ angstrom. Here $J_0=0.280$ eV and the mean-field $T_c$ is 1083 K. With $R^2=3a^2/4$ and $v=a^3/2$,

$$A(0)=\frac{8J(3a^2/4)}{12(a^3/2)}=\frac Ja=\frac{0.035}{2.86}=0.01224\ \text{eV/angstrom},$$

or 19.6 pJ/m. Equations (3) and (4) give:

| $T$ (K) | $m$ | $m^2$ | $A$ (eV/angstrom) |
|---|---|---|---|
| 300 | 0.897 | 0.805 | 0.00985 |
| 400 | 0.856 | 0.733 | 0.00897 |
| 800 | 0.611 | 0.374 | 0.00457 |
| 1000 | 0.350 | 0.122 | 0.00150 |

At 1000 K the limit (5) gives $\tfrac53(1-1000/1083)=0.128$, close to 0.122. That row illustrates mean-field theory only: with correlated fluctuations included, this classical model is already disordered at 900 K, and its stiffness there is zero. The 800 K row is also far off: Monte Carlo sampling of a few thousand spins gives $m$ near 0.4 and $A/A(0)$ near 0.15 there, against 0.611 and 0.374. At 400 K, a hot operating temperature, $A$ is 14.4 pJ/m.

Spread a 180-degree in-plane twist evenly across a square cell of side $\ell=20$ nm and thickness $d=1.43$ nm, which is ten atomic layers. Its exchange energy is $A(\pi/\ell)^2\ell^2d=\pi^2Ad$; the side cancels. At 400 K,

$$9.870\times0.00897\times14.3=1.27\ \text{eV},$$

against 1.73 eV with $A(0)$. This is about 37 times the thermal energy of 0.0345 eV. It is not a switching barrier, since anisotropy and dipolar energies are absent. Shrinking moments lower it by a fraction of $5\times10^{-5}$.

The film surfaces matter more. A surface layer has four neighbours per spin instead of eight, and its mean-field moment at 400 K is 0.710, against 0.856 in the middle. Each pair of adjacent layers contributes in proportion to $m_lm_{l+1}$, and ten layers have nine such pairs. The film stiffness is $\sum_lm_lm_{l+1}/(10m^2)=0.86$ of the bulk value, which lowers the twist energy to about 1.09 eV.

The error in the mean-field $m(T)$ should be kept apart from the error of the square law once $m$ is known. At 400 K:

| Description | $m$ | $m^2$ | $A/A(0)$ |
|---|---|---|---|
| Mean field | 0.856 | 0.733 | 0.733 |
| Classical Monte Carlo | 0.815 | 0.665 | 0.690 |
| Quantum magnons, $S=1$ | 0.969 | 0.938 | 0.965 |

The Monte Carlo row is for 1024 spins, and its statistical errors are below the last digit. Finite size is a separate and larger error: 8192 spins give $m=0.806$ and $A/A(0)=0.682$, and extrapolation in the inverse lattice side gives about 0.798 and 0.675. The magnon row leaves out magnon interactions beyond the leading order. Squaring a row's own $m$ underestimates its stiffness by 3 percent in the magnon row and by 4 percent in the Monte Carlo row, or by nearly 6 percent after the extrapolation. Using the mean-field $m$ instead puts the stiffness 24 percent below the magnon estimate. Classical statistics more than account for that gap: they give every short wave its full share of thermal energy even when $\omega_k$ exceeds $T$. The classical Monte Carlo stiffness, which includes the correlations, lies lower still than the mean-field one.

Real iron-cobalt layers have lattice constants near 2.9 angstrom and stiffnesses of roughly 10 to 30 pJ/m, so the inputs are typical. Free layers are roughly 1 to 2 nm thick. Of the assumptions tested here, that of classical spins matters most at 400 K: in this model, going from classical mean-field theory to quantum magnons moves the bulk stiffness from 14.4 to about 18.9 pJ/m. This comparison holds $J$, and so $A(0)$, fixed, which also raises the ordering temperature: for quantum spins the mean-field $T_c$ gains the factor $1+1/S$ and becomes 2166 K at $S=1$. The magnon value depends on the assumed $S$ as well, falling to about 18.3 pJ/m at $S=2$. Itinerant electrons, alloy disorder, boron, neighbouring oxide or metal layers and any change of $J$ with temperature are not included, and their effect is not sized here. For a micromagnetic simulation well below $T_c$, (4) is better used with a measured $m(T)$ of the film than with the mean-field curve, provided that localized moments and a temperature-independent $J$ are fair approximations. The $A(0)$ used with it should also be that of the film: in the ten-layer model above, the missing surface bonds lower it by 10 percent even at $T=0$. The square law itself is less accurate in a thin film than in the bulk. For the same ten layers at 400 K, with noninteracting quantum magnons, $S=1$ and a magnon gap of 0.1 to 0.01 meV from a field or anisotropy, the square of the film's own mean $m$ is 7 to 9 percent below its $A(T)/A(0)$. The numerical output below gives further digits, but does not include the 8192-spin values or this film estimate.

## Computed values

```
Bond exchange J = 0.035 eV; J0 = 0.280 eV
Lattice constant a = 2.86 angstrom; v = 11.697 angstrom^3
Spin length for magnons = 1.0 (no unit)
Mean-field Curie temperature = 1083 K
A(0) = 0.01224 eV/angstrom = 19.61 pJ/m
Mean-field table: T (K), m, m^2, A (eV/angstrom)
     300  0.8971  0.8048  0.00985
     400  0.8562  0.7331  0.00897
     550  0.7844  0.6153  0.00753
     800  0.6113  0.3736  0.00457
    1000  0.3497  0.1223  0.00150
A(400 K) = 14.37 pJ/m
Layer test: 20 intervals, total twist 0.3 rad
Layer test: T (K), A from layers, A(0) m^2 (eV/angstrom)
     400  0.008971  0.008972
     800  0.004572  0.004572
    1000  0.001496  0.001497
Cell side = 20 nm; film thickness = 1.43 nm (10 layers)
Twist energy with A(0) = 1.727 eV
Twist energy with A(400 K) = 1.266 eV
Thermal energy at 400 K = 0.03447 eV
Reduced temperature t at 400 K = 0.1231
Neglected effects at 400 K (ratios, no unit):
  quantum magnons: m = 0.9686, m^2 = 0.9382, A/A(0) = 0.9650
  Monte Carlo, 1024 spins: m = 0.8153 +- 0.0002
  Monte Carlo: m^2 = 0.6647, A/A(0) = 0.6903 +- 0.0003
  Monte Carlo exponent ln(A/A(0))/ln(m) = 1.81
  film A / bulk A, mean field = 0.8595
  film surface m = 0.7100, middle m = 0.8562
  relative cut of twist energy by shortening = 5.1e-05
Lattice average W, infinite bcc = 1.3932 (no unit)
Low-temperature classical exponent 1+1/W = 1.718
W on the Monte Carlo lattice = 1.2797 (no unit)
Monte Carlo at t = 0.01: (1-m)/t = 1.293, (1-A/A(0))/t = 2.293
```
